# Why SiH3 outnumbers SiH2 in silane discharges

## 1. What production rates alone get wrong

Suppose a silane discharge makes SiH$_2$ and SiH$_3$ at the same rate. Reading the gas composition from these production rates predicts equal densities. In the example below that prediction is wrong by a factor of about one hundred, and it assigns far too much of the wall flux to SiH$_2$. What is missing is how long each radical survives.

Let $G$ be the number of radicals produced per volume and time, from all sources. In steady state, each radical contributes to the density for as long as it lives, so the gap-averaged density is

$$\bar n=G\tau ,\qquad \frac{\bar n_3}{\bar n_2}=\frac{G_3}{G_2}\,\frac{\tau_3}{\tau_2},$$

where $\tau$ is the mean life and the subscripts 3 and 2 denote SiH$_3$ and SiH$_2$. The task is to find the two lives.

The model is a plane gap of width $L$ filled with isothermal gas, with radicals produced uniformly across it. At first, radicals react only with silane and with the walls; other losses are weighed in Section 7.

The example has rough values typical of amorphous-silicon deposition: 0.3 Torr of silane, 500 K, $L=2.5$ cm and equal production of both radicals. The silane density is $5.79\times10^{15}$ cm$^{-3}$. Rate constants, diffusion coefficient and wall probabilities are likewise rough inputs, not computed properties.

## 2. The energies, and what they do not decide

Three reactions were computed with frozen-core MP2 in the def2-TZVP basis at fixed geometries:

- SiH$_2$ + SiH$_4$ → Si$_2$H$_6$: $-2.52$ eV
- SiH$_3$ + SiH$_4$ → Si$_2$H$_6$ + H: $+0.62$ eV
- SiH$_3$ + SiH$_4$ → Si$_2$H$_5$ + H$_2$: $+0.08$ eV

Going from def2-SVP to def2-TZVP moved them by $-0.08$, $-0.09$ and $-0.14$ eV. Shifts of this size mean that the second decimals are not converged in the basis. The geometries are not optimized either: a slightly flatter SiH$_3$ with shorter bonds lies about 0.01 eV lower. Zero-point energy and correlation beyond MP2 are left out, so the sign of the third energy is not settled.

The first energy makes insertion practically irreversible once the disilane has cooled. Allowing 0.3 eV for missing energy terms and taking a generous prefactor of $10^{16}$ s$^{-1}$, thermal decay at 500 K is estimated at $4\times10^{-7}$ s$^{-1}$, negligible during a gas residence of 0.5 s. Exothermicity does not by itself make a reaction fast; the capture rate is a separate input.

The second reaction must climb at least its reaction energy. With $k_BT=0.043$ eV and a prefactor of $2\times10^{-10}$ cm$^3$/s, its rate constant is at most about $2\times10^{-10}e^{-0.62/0.043}\approx10^{-16}$ cm$^3$/s, too small to matter here. This relies on the energy being roughly right: lowering it by 0.2 eV raises the bound to about $10^{-14}$ cm$^3$/s, still harmless, but lowering it by 0.3 eV gives about $10^{-13}$ cm$^3$/s, close to the value that Section 7 finds would matter.

The third reaction is a warning. It is nearly thermoneutral, yet it would destroy SiH$_3$. Thermoneutrality therefore cannot be what protects the radical.

## 3. Hydrogen exchange: a reaction without a loss

Mark one silicon atom with a star:

$$\mathrm{SiH_3+Si^*H_4\rightarrow SiH_4+Si^*H_3}.$$

If this proceeds at rate $R$ per volume, the unmarked radicals change by $-R$ and the marked ones by $+R$. Their sum obeys

$$\left(\frac{dn_3}{dt}\right)_{\rm exchange}=-R+R=0 .$$

This holds for any $R$. Without isotopic differences, reactants and products are the same species and the reaction energy is zero. With real isotopes, zero-point energies differ slightly and the reaction is only nearly thermoneutral. The protection comes from the products: one SiH$_3$ goes in and one comes out.

Exchange can still affect transport. The slowing is largest if the hydrogen is passed over without deflecting the two silicon atoms. The new radical then keeps the thermal velocity it had as a silane molecule, and the drift of the old radical is forgotten. In a head-on collision, by contrast, the nearly equal masses swap velocities and the new radical inherits the drift. We take the first case as a limit. Let $\nu_c$ be the frequency of ordinary velocity-randomizing collisions and $\nu_x$ that of exchange. For mean velocity $u$, the steady balance of pressure force and friction is

$$0=-k_BT\frac{dn}{dx}-mn(\nu_c+\nu_x)u .$$

Solving for the flux $\Gamma=nu$ gives

$$\Gamma=-D\frac{dn}{dx},\qquad D=\frac{k_BT}{m(\nu_c+\nu_x)} .$$

In this limit exchange lowers $D$. It can delay arrival at the wall, but it cannot remove the radical.

## 4. The life of SiH$_3$: diffusion plus reluctance to stick

**The wall condition.** Let a radical striking the wall be lost with probability $\beta$. For a nearly Maxwellian gas with a small drift, the velocity distribution is $f_0(1+mu v_x/k_BT)$. The isotropic part sends $nv/4$ towards the wall, where $v$ is the mean thermal speed. The drift term adds $(mu/k_BT)\,n\langle v_x^2\rangle/2=\Gamma/2$, since $\langle v_x^2\rangle=k_BT/m$ and half the velocities point each way. Thus

$$\Gamma_+=\frac{nv}{4}+\frac{\Gamma}{2},\qquad \Gamma_-=\frac{nv}{4}-\frac{\Gamma}{2}.$$

The net flux is the part that is not returned, $\Gamma=\beta\Gamma_+$. Hence $\Gamma(1-\beta/2)=\beta nv/4$, or

$$\Gamma=sn,\qquad s=\frac{\beta v}{2(2-\beta)} .$$

**The density profile.** Put $x=0$ at mid-gap. With no volume loss, $D\,n''=-G$. Symmetry requires $n'(0)=0$, so two integrations give

$$n(x)=n_w+\frac{G}{2D}\left(\frac{L^2}{4}-x^2\right),$$

where $n_w$ is the density at the wall. Each wall receives what half the gap produces, so $GL/2=sn_w$. Averaging with $\langle x^2\rangle=L^2/12$ turns the bracket into $L^2/6$. Dividing by $G$,

$$\tau_3=\frac{L^2}{12D}+\frac{L}{2s_3}.$$

The first term is the time needed to diffuse to a wall. The second is the extra time due to the finite speed $s_3$ at which a wall removes radicals. It grows as sticking becomes less likely, but even for $\beta=1$ it keeps the value $L/v$, because radicals reach the wall only at thermal speed.

**Numbers.** Take $D=250/0.3=833$ cm$^2$/s and $\beta_3=0.25$. The mean speed is $5.83\times10^4$ cm/s, which gives $s_3=4167$ cm/s. Then

$$\tau_3=\frac{2.5^2}{12(833)}+\frac{2.5}{2(4167)}\ \text{s}=0.625+0.300=0.925\ \text{ms}.$$

As a test without the diffusion equation, 4000 radicals were followed through random thermal flights between sticking walls. Their mean life was 0.941 ms, which is 1.7 % above the formula, with a sampling error of similar size. The kinetic equation behind the flights, solved without sampling, gives 0.937 ms, so the diffusion formula is about 1 % low.

Now let exchange occur at half the ordinary collision frequency, a deliberately large value. The diffusion term grows by 1.5 and the life becomes $1.5(0.625)+0.300=1.24$ ms. Another 4000 flights gave 1.27 ms. Both calculations assume that each exchange forgets the drift completely. If part of the drift is passed on, the life lengthens less, and the sign can even reverse. For hard spheres of equal mass, exchange within randomly chosen ordinary collisions leaves $D$ unchanged, while exchange confined to the most nearly head-on third of them raises $D$ by a factor of 1.8 and shortens the life to about 0.65 ms. The example itself uses the original $D$.

## 5. The life of SiH$_2$: capture, then stabilization

When SiH$_2$ inserts into an Si–H bond, the new Si$_2$H$_6$ holds the released energy. It either breaks up again, at rate $b$, or is stabilized by collisions, at rate $w=k_cn_{\rm gas}$. The chance that a capture becomes permanent is

$$q=\frac{w}{w+b}.$$

Captures are independent attempts with success probability $q$, so on average $1/q$ are needed. Each requires a mean waiting time $1/(k_{\rm cap}n_{\rm SiH_4})$ as free SiH$_2$. The total free time before permanent loss is the product of the two, and its inverse is the insertion frequency:

$$\nu=k_{\rm eff}n_{\rm SiH_4},\qquad k_{\rm eff}=k_{\rm cap}\frac{w}{w+b}.$$

The motion of the short-lived hot molecule is neglected. If it can also shed H$_2$ and leave Si$_2$H$_4$, that is a further permanent loss of SiH$_2$, so omitting it understates the insertion frequency. The effect can be large: with the inputs below, H$_2$ loss at $2\times10^6$ s$^{-1}$, a tenth of the break-up rate, would cut the SiH$_2$ life in the gap from 8.0 to about 4.7 µs.

With $k_{\rm cap}=2\times10^{-10}$ cm$^3$/s, $k_c=4\times10^{-10}$ cm$^3$/s and $b=2\times10^7$ s$^{-1}$,

$$w=2.32\times10^6\ \text{s}^{-1},\qquad q=\frac{2.32}{2.32+20}=0.104 .$$

Only about one capture in ten succeeds. Even so, $k_{\rm eff}=2.08\times10^{-11}$ cm$^3$/s and $\nu=1.20\times10^5$ s$^{-1}$, a life of 8.31 µs against insertion alone. A simulation of 100,000 capture histories gave 8.29 µs.

**Adding the walls.** The balance is now $Dn''-\nu n+G=0$. Define $\lambda=\sqrt{D/\nu}$, the distance SiH$_2$ typically diffuses before insertion, and $a=L/(2\lambda)$. The symmetric solution is

$$n=\frac{G}{\nu}\left[1-C\cosh\frac{x}{\lambda}\right].$$

At $x=L/2$, the condition $-Dn'=s_2n$ reads

$$\frac{D}{\lambda}C\sinh a=s_2(1-C\cosh a),\qquad C=\frac{s_2}{s_2\cosh a+(D/\lambda)\sinh a}.$$

The average of $\cosh(x/\lambda)$ over the gap is $\sinh a/a$. Therefore

$$\tau_2=\frac{1-F}{\nu},\qquad F=\frac{s_2\tanh a}{a\,[s_2+(D/\lambda)\tanh a]} .$$

Since $\nu\tau_2=1-F$ is the share lost by insertion, $F$ is the share that reaches and sticks to a wall.

**Check of the slow-insertion limit.** Use $D/\lambda=2Da/L$ and $\tanh a\simeq a-a^3/3$. Putting $1-F$ over one denominator, its leading numerator is $s_2a^3/3+2Da^3/L$ and its denominator is $s_2a$. Thus

$$\tau_2\simeq\frac{a^2}{\nu}\left(\frac13+\frac{2D}{Ls_2}\right)=\frac{L^2}{12D}+\frac{L}{2s_2},$$

because $a^2/\nu=L^2/(4D)$. This is the wall life of Section 4, as it should be.

**Numbers.** With $\beta_2=0.70$, $s_2=1.60\times10^4$ cm/s. The reach is $\lambda=0.83$ mm, so $a=15$, $\tanh a\simeq1$ and $D/\lambda\simeq1.00\times10^4$ cm/s. Hence

$$F\simeq\frac{1}{15}\,\frac{1.60}{1.60+1.00}=0.041,\qquad \tau_2=0.959(8.31)=7.97\ \text{µs}.$$

Diffusion theory is strained here, because SiH$_2$ remembers its velocity over about 0.36 mm, not far below $\lambda$. Random flights of 100,000 radicals gave a life of 8.00 µs and a wall share of 0.0385. The life is hardly affected, while diffusion theory puts the wall share about 6 % too high relative to the flights.

## 6. Weighing the two lives

For equal production, the result is

$$\frac{\bar n_3}{\bar n_2}=\frac{\tau_3}{\tau_2}=\frac{\nu\tau_3}{1-F}.$$

The contributions can be applied one after another:

- If every capture were permanent, the product of capture frequency and SiH$_3$ life would be $1.159\times10^6\times0.925\times10^{-3}=1072$.
- Break-up of hot disilane multiplies this by 0.104, leaving 111.
- Wall loss of SiH$_2$ divides it by 0.959, giving 116.

The last step raises the ratio because it shortens the SiH$_2$ life. To equal SiH$_3$ in density, SiH$_2$ would have to be produced about 116 times faster within this linear model.

The wall fluxes differ less. All SiH$_3$ ends at a wall in this model, but only 4.1 % of SiH$_2$ does, so the flux ratio is $1/0.041\simeq24$. The flights of Section 5, with a wall share of 0.0385, give about 26. In diffusion theory each flux is $sn_w$, so the flux ratio differs from the density ratio by two factors. The first is $s_3/s_2=0.26$, because SiH$_2$ sticks more readily. The second compares the wall density with the mean density: $n_w/\bar n=L/(2s_3\tau_3)=0.32$ for SiH$_3$ and $FL/(2s_2\tau_2)=0.40$ for SiH$_2$, a factor of 0.81. Together they turn 116 into 24.

**Pressure.** Hold temperature, gap, rate constants and wall probabilities fixed. When $w\ll b$, $k_{\rm eff}$ is proportional to pressure and $\nu$ to its square. The diffusion part of $\tau_3$ also grows with pressure. The density ratio is

- 3.8 at 0.05 Torr,
- 9.6 at 0.1 Torr,
- 116 at 0.3 Torr,
- about 2600 at 1 Torr.

At 0.05 Torr, SiH$_2$ lives 107 µs and most of it reaches a wall, so its disadvantage is modest.

**Dilution or depletion.** Now keep total pressure, $D$ and stabilization fixed, and let silane be a fraction of the gas. The ratio falls to 13.5 at a fraction of 0.1 and to 2.6 at 0.01. With no insertion it tends to 1.32, the ratio of wall lives, which remains above one because $s_2>s_3$. A real diluent would also change $D$ and might react with SiH$_2$. With these wall probabilities, strong dominance of SiH$_3$ therefore requires enough silane, at enough pressure, to capture and stabilize SiH$_2$ before it reaches a wall.

## 7. Weighing what was left out

**A true SiH$_3$ loss to silane.** The reaction forming Si$_2$H$_5$ + H$_2$ would matter once its frequency matched $1/\tau_3$, that is, at

$$k^*=\frac{1}{\tau_3n_{\rm SiH_4}}=1.9\times10^{-13}\ \text{cm}^3/\text{s}.$$

The density ratio would then be 56. This is slightly less than half of 116, because volume loss flattens the SiH$_3$ profile and so raises the wall density relative to the mean. For a prefactor of $2\times10^{-10}$ cm$^3$/s, a barrier of

$$k_BT\ln\frac{2\times10^{-10}}{1.9\times10^{-13}}=0.30\ \text{eV}$$

gives $k^*$. Keeping the density ratio near 116 requires a barrier comfortably above this; with the same prefactor, a barrier of 0.20 eV would leave a ratio of only about 10. A sizeable barrier is plausible, since two bonds must break while two others form, but it was not computed here. It is a condition of the result.

**SiH$_3$ meeting SiH$_3$.** Each recombination removes two radicals. Replacing the local density by its mean,

$$G=\frac{n}{\tau_3}+2k_rn^2,\qquad n=\frac{\sqrt{1/\tau_3^2+8k_rG}-1/\tau_3}{4k_r},$$

where the positive root is taken. For $G=10^{15}$ cm$^{-3}$ s$^{-1}$ and $k_r=10^{-10}$ cm$^3$/s, the density drops from $9.25\times10^{11}$ to $8.05\times10^{11}$ cm$^{-3}$, or by 13 %. Solving the full profile gives $7.83\times10^{11}$ cm$^{-3}$, about 3 % below the mean-density estimate.

Such an encounter may instead yield SiH$_2$ + SiH$_4$. If every one did, the extra SiH$_2$ source would be $k_rn^2/G=6.5\,\%$ of the direct source. In the mean-density estimate, both corrections together lower the density ratio to about 95; solving the full profiles gives 92.

At much higher production, recombination dominates and $n_3\simeq\sqrt{G/(2k_r)}$. Since $n_2$ still grows as $G$ if its own loss is unchanged, the ratio then falls as $G^{-1/2}$. High power therefore weakens the dominance of SiH$_3$, even before silane depletion is counted.

**Pumping.** For a gas residence of 0.5 s, pumping adds about 0.2 % to the SiH$_3$ wall-loss rate.

**Where the radicals are made.** Real discharges do not produce radicals uniformly. A radical born at $x$ has a mean life $T(x)$ that obeys the same diffusion equation and wall condition as $n/G$ for a uniform source. Hence

$$T_3=\frac{L^2/4-x^2}{2D}+\frac{L}{2s_3},\qquad T_2=\frac1\nu\left[1-C\cosh\frac{x}{\lambda}\right].$$

For production at mid-gap, the lives are 1.24 ms and 8.31 µs, a ratio of about 150. For production a distance $\lambda$ from a wall, they are 0.42 ms and 6.4 µs, a ratio of about 65. If both radicals are born at the same place, the source profile can thus shift the result by nearly a factor of two. If their sources differ, the extremes are about 36 (SiH$_3$ made at a wall, SiH$_2$ at mid-gap) and about 390 (the reverse). In no case is the result reversed.

## 8. Beside a real reactor

The chosen pressure, temperature and gap lie in the usual range for depositing amorphous silicon in a capacitively coupled discharge, and an SiH$_3$ density near $10^{12}$ cm$^{-3}$ is a reasonable order of magnitude there. The break-up rate of hot disilane is a rough input to which the result is sensitive. While $w\ll b$, doubling $b$ nearly halves $\nu$, and the density ratio with it. Non-uniform production adds the shift found above, and H$_2$ loss from hot disilane, left out here, would raise the ratio. It should therefore be read as "of order one hundred" for these conditions and inputs, not as a constant of silane discharges.

## Values computed for the example and the checks

```
MP2/def2-TZVP energies, no zero-point energy:
SiH2+SiH4->Si2H6: -2.52 eV, basis shift -0.08 eV
SiH3+SiH4->Si2H6+H: 0.62 eV, basis shift -0.09 eV
SiH3+SiH4->Si2H5+H2: 0.08 eV, basis shift -0.14 eV
insertion energy shift, all lengths +1 %: +0.006 eV
inputs: 0.3 Torr, 500 K, gap 2.5 cm
pressure x diffusion coefficient: 250 Torr cm2/s
wall loss probability SiH3, SiH2: 0.25, 0.7
capture, stabilization constants: 2.0e-10, 4.0e-10 cm3/s
hot-adduct break-up rate: 2.0e+07 1/s
production of each radical: 1.0e+15 cm-3 s-1
silane density: 5.794e+15 cm-3
stabilization rate: 2.318e+06 1/s
stabilized share of captures: 0.1038
effective insertion constant: 2.077e-11 cm3/s
insertion frequency: 1.203e+05 1/s; inverse 8.31 us
capture-history SiH2 life: 8.29 us
diffusion coefficient: 833.3 cm2/s
mean speed SiH3, SiH2: 58334, 59305 cm/s
wall loss speed SiH3, SiH2: 4167, 15967 cm/s
SiH3 diffusion term: 0.625 ms
SiH3 wall term: 0.300 ms
SiH3 life: 0.925 ms; random flights 0.941 ms
SiH2 life: 7.97 us; random flights 8.00 us
SiH2 reach before insertion: 0.83 mm
velocity-memory length, SiH2: 0.36 mm
SiH2 share reaching wall: 0.0409; flights 0.0385
density ratio SiH3/SiH2: 116.1; simple estimate 111.3
wall-loss flux ratio SiH3/SiH2: 24.4
exchange at 0.5 of collision rate: SiH3 life 1.237 ms
  same from random flights: 1.274 ms
at 0.05 Torr: SiH3 0.404 ms, SiH2 106.79 us, ratio 3.8
at 0.1 Torr: SiH3 0.508 ms, SiH2 52.78 us, ratio 9.6
at 0.3 Torr: SiH3 0.925 ms, SiH2 7.97 us, ratio 116.1
at 1.0 Torr: SiH3 2.383 ms, SiH2 0.92 us, ratio 2580.6
silane fraction 0.1, same D: ratio 13.50
silane fraction 0.01, same D: ratio 2.59
silane fraction 0.001, same D: ratio 1.44
ratio with no insertion: 1.32
SiH3-loss constant equal to wall loss: 1.87e-13 cm3/s
  barrier for that constant: 0.30 eV; ratio then 55.7
densities SiH3, SiH2: 9.25e+11, 7.97e+09 cm-3
recombination constant: 1.0e-10 cm3/s
SiH3 with recombination: 8.05e+11 cm-3; slab 7.83e+11 cm-3
largest extra SiH2 source from SiH3 pairs: 6.5 %
density ratio with both corrections: 94.9
pumping at 0.5 s residence: 0.18 % of SiH3 wall loss
disilane thermal decay, upper estimate: 4.0e-07 1/s
```
